# The PAW Exchange-Correlation Energy: Two Derivations for Semilocal Functionals: verification in Python

```python
"""
Result under test (PAW, semilocal exchange-correlation energy):
    E[n] = E[ns] + sum_a ( E_a[n1] - E_a[ns1] )
n   : all-electron density          ns  : smooth density, all space
n1  : one-centre all-electron density, ns1 : one-centre smooth density
E_a : the same energy integral restricted to augmentation sphere a.
Conditions: disjoint spheres, n = ns outside, n = n1 and ns = ns1 inside.
Model: smooth orbitals are Gaussian combinations; all-electron orbitals
are (1+h) times them, h being a cusp factor that vanishes at the sphere.
Hartree atomic units throughout.
"""
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.integrate import quad
from pyscf.dft import libxc

Z, RC, ALPHA, DIST = 2.0, 1.2, 0.5, 3.0
# nuclear cusp: h'(0)/(1+h(0)) = -Z with h = AMP*(1-r/RC)^4
AMP = Z * RC / (4.0 - Z * RC)
FUNCTIONALS = {"LDA": "lda,pw", "PBE": "pbe,pbe", "TPSS-x": "tpss,"}


def gauss(a, b, m):
    x, w = leggauss(m)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def cusp(r):
    t = np.clip(1.0 - r / RC, 0.0, None)
    return AMP * t**4, -4.0 * AMP / RC * t**3


def smooth_orbitals(rho, z, d, norms):
    """Array [orbital, (value, d/drho, d/dz), point]."""
    za, zb = z - d / 2, z + d / 2
    ga = np.exp(-ALPHA * (rho**2 + za**2))
    gb = np.exp(-ALPHA * (rho**2 + zb**2))
    out = []
    for sign, c in zip((1, -1), norms):
        val = c * (ga + sign * gb)
        dz = -2 * ALPHA * c * (za * ga + sign * zb * gb)
        out.append([val, -2 * ALPHA * rho * val, dz])
    return np.array(out)


def full_orbitals(orb, rho, z, d):
    ra, rb = np.hypot(rho, z - d / 2), np.hypot(rho, z + d / 2)
    (ha, da), (hb, db) = cusp(ra), cusp(rb)
    factor = 1 + ha + hb
    f_rho = da * rho / ra + db * rho / rb
    f_z = da * (z - d / 2) / ra + db * (z + d / 2) / rb
    new = orb * factor
    new[:, 1] += f_rho * orb[:, 0]
    new[:, 2] += f_z * orb[:, 0]
    return new


def fields(orb):
    """Rows: density, gradient (3), unused Laplacian, tau."""
    v, g1, g2 = orb[:, 0], orb[:, 1], orb[:, 2]
    zero = np.zeros(v.shape[1])
    return np.array([2 * (v**2).sum(0), 4 * (v * g1).sum(0),
                     4 * (v * g2).sum(0), zero, zero,
                     (g1**2 + g2**2).sum(0)])


def energy_density(name, rows):
    rows = np.atleast_2d(rows)
    arg = {"LDA": rows[0], "PBE": rows[:4], "TPSS-x": rows}[name]
    arg = np.ascontiguousarray(arg)
    exc = libxc.eval_xc(FUNCTIONALS[name], arg, spin=0, deriv=1)[0]
    return rows[0] * np.ravel(exc)


def lda_potential(n):
    vxc = libxc.eval_xc(FUNCTIONALS["LDA"], np.ascontiguousarray(n),
                        spin=0, deriv=1)[1]
    return np.ravel(vxc[0])


def spheroidal_grid(d, m=200):
    half = d / 2
    xi, wx = gauss(1.0, 1.0 + 7.0 / half, m)
    eta, we = gauss(-1.0, 1.0, m)
    X, E = [q.ravel() for q in np.meshgrid(xi, eta, indexing="ij")]
    w = 2 * np.pi * half**3 * (X**2 - E**2) * np.outer(wx, we).ravel()
    return half * np.sqrt((X**2 - 1) * (1 - E**2)), half * X * E, w


def cartesian_grid(step=0.16):
    """One octant of a uniform grid; the weight counts all eight."""
    x = (np.arange(40) + 0.5) * step
    zz = (np.arange(50) + 0.5) * step
    X, Y, Q = np.meshgrid(x, x, zz, indexing="ij")
    return np.hypot(X, Y).ravel(), Q.ravel(), 8 * step**3


def setup(d):
    rho, z, w = spheroidal_grid(d)
    raw = full_orbitals(smooth_orbitals(rho, z, d, (1, 1)), rho, z, d)
    return rho, z, w, 1 / np.sqrt((raw[:, 0]**2 * w).sum(1))


# Grid of one sphere, centred on the nucleus at +d/2
r1, wr = gauss(0.0, RC, 60)
x1, wx1 = leggauss(32)
R, X = [q.ravel() for q in np.meshgrid(r1, x1, indexing="ij")]
WS = 2 * np.pi * R**2 * np.outer(wr, wx1).ravel()
S = np.sqrt(1 - X**2)
H, DH = cusp(R)


def one_centre(smooth_values, lmax, nrad):
    """Project on smooth partial waves; return smooth and full parts."""
    basis = []
    for l in range(lmax + 1):
        P = Legendre.basis(l)
        ang, dang = P(X), P.deriv()(X)
        for q in range(nrad):
            p = l + 2 * q
            rad = (R / RC)**p
            basis.append([rad * ang, p * rad / R * ang,
                          -S * dang * rad / R])
    basis = np.array(basis)
    B = basis[:, 0]
    gram = (B * WS) @ B.T
    coef = np.linalg.solve(gram, (B * WS) @ smooth_values.T)
    part = np.einsum("ik,icp->kcp", coef, basis)
    full = part * (1 + H)
    full[:, 1] += DH * part[:, 0]
    return part, full


# ---------- main model: disjoint spheres ----------
rho, z, w, norms = setup(DIST)
orb = smooth_orbitals(rho, z, DIST, norms)
exact_rows = fields(full_orbitals(orb, rho, z, DIST))
c_rho, c_z, c_w = cartesian_grid()
smooth_rows = fields(smooth_orbitals(c_rho, c_z, DIST, norms))
sphere_orb = smooth_orbitals(R * S, DIST / 2 + R * X, DIST, norms)
ns_in = fields(sphere_orb)[0]
n_in = (1 + H)**2 * ns_in

E_exact = {f: (w * energy_density(f, exact_rows)).sum()
           for f in FUNCTIONALS}
E_smooth = {f: c_w * energy_density(f, smooth_rows).sum()
            for f in FUNCTIONALS}
N_exact = (w * exact_rows[0]).sum()
N_smooth = c_w * smooth_rows[0].sum()
Q_sphere = (WS * (n_in - ns_in)).sum()
assert abs(N_smooth + 2 * Q_sphere - 4.0) < 1e-5

print(f"centre charge {Z:.1f} e, distance {DIST:.1f} bohr, "
      f"sphere radius {RC:.1f} bohr")
print(f"Gaussian exponent {ALPHA:.2f} bohr^-2, cusp amplitude {AMP:.3f}")
print(f"electrons: all-electron {N_exact:.6f}, smooth {N_smooth:.6f}")
print(f"charge missing from smooth density, per sphere {Q_sphere:.6f} e")

print("error = PAW sum - E[n]; mismatch = integral |ns-ns1| per sphere")
levels = [(0, 1), (1, 2), (2, 3), (4, 4), (8, 6)]
history = {f: [] for f in FUNCTIONALS}
mismatches = []
for lmax, nrad in levels:
    part, full = one_centre(sphere_orb[:, 0], lmax, nrad)
    rows_s, rows_f = fields(part), fields(full)
    mismatches.append((WS * abs(ns_in - rows_s[0])).sum())
    E1 = {f: (WS * energy_density(f, rows_f)).sum() for f in FUNCTIONALS}
    Es1 = {f: (WS * energy_density(f, rows_s)).sum() for f in FUNCTIONALS}
    for f in FUNCTIONALS:
        history[f].append(E_smooth[f] + 2 * (E1[f] - Es1[f]) - E_exact[f])
    print(f"lmax {lmax}, radial {nrad}: mismatch {mismatches[-1]:.2e} e; "
          "error (hartree) "
          + ", ".join(f"{f} {history[f][-1]:+.2e}" for f in FUNCTIONALS))

# Integration error of the smooth term: uniform against spheroidal grid
other_rows = fields(orb)
grid_gap = {f: E_smooth[f] - (w * energy_density(f, other_rows)).sum()
            for f in FUNCTIONALS}
print("E[ns], Cartesian minus spheroidal grid (hartree): "
      + ", ".join(f"{f} {grid_gap[f]:+.2e}" for f in FUNCTIONALS))

print("energies in hartree, largest partial-wave set")
for f in FUNCTIONALS:
    total = E_smooth[f] + 2 * (E1[f] - Es1[f])
    print(f"{f}: E[n] {E_exact[f]:.6f}, PAW sum {total:.6f}")
    print(f"  E[ns] {E_smooth[f]:.6f}, per sphere E_a[n1] {E1[f]:.6f}, "
          f"E_a[ns1] {Es1[f]:.6f}")
    print(f"  interstitial part {E_smooth[f] - 2 * Es1[f]:.6f}")
    assert abs(history[f][-1]) < 2e-5
    assert abs(history[f][0]) > 20 * abs(history[f][-1])
assert mismatches[-1] < 1e-3 * mismatches[0]


def lda_sphere(n):
    return (WS * energy_density("LDA", n)).sum()


# ---------- density identity kept, ns = ns1 violated ----------
lam = 0.01
delta = lam * ns_in
shifted = (E_smooth["LDA"] + 2 * (lda_sphere(n_in - delta)
           - lda_sphere(ns_in - delta)) - E_exact["LDA"])
linear = 2 * (WS * (lda_potential(ns_in) - lda_potential(n_in))
              * delta).sum()
print(f"LDA, one-centre densities both lowered by {lam:.2f} ns:")
print(f"  error {shifted:.6f}, first-order formula {linear:.6f} hartree")
assert abs(shifted - linear) < 0.02 * abs(linear)

# ---------- same compensation density in both smooth terms ----------
shape_in = (1 - (R / RC)**2)**4
scale = Q_sphere / (WS * shape_in).sum()
c_r = np.hypot(c_rho, c_z - DIST / 2)
comp = scale * np.clip(1 - (c_r / RC)**2, 0, None)**4
# The octant weight places a copy of comp on each of the two centres.
E_comp = c_w * energy_density("LDA", smooth_rows[0] + comp).sum()
Es1_comp = lda_sphere(rows_s[0] + scale * shape_in)
total_comp = E_comp + 2 * (E1["LDA"] - Es1_comp)
print(f"LDA with compensation density: E[ns+nhat] {E_comp:.6f}, "
      f"E_a[ns1+nhat] {Es1_comp:.6f} hartree")
print(f"  PAW sum {total_comp:.6f} hartree")
assert abs(total_comp - E_exact["LDA"]) < 2e-5
assert abs(E_comp - E_smooth["LDA"]) > 1e-2

# ---------- overlapping spheres: the partition fails ----------
print("overlapping spheres, LDA (hartree):")
for d2 in (1.4, 1.0, 0.8):
    rho2, z2, w2, norms2 = setup(d2)
    s2 = fields(smooth_orbitals(rho2, z2, d2, norms2))[0]
    Da = ((1 + cusp(np.hypot(rho2, z2 - d2 / 2))[0])**2 - 1) * s2
    Db = ((1 + cusp(np.hypot(rho2, z2 + d2 / 2))[0])**2 - 1) * s2
    f0, fa, fb, fab = [energy_density("LDA", q)
                       for q in (s2, s2 + Da, s2 + Db, s2 + Da + Db)]
    cs2 = fields(smooth_orbitals(c_rho, c_z, d2, norms2))[0]
    in2 = fields(smooth_orbitals(R * S, d2 / 2 + R * X, d2, norms2))[0]
    sum2 = (c_w * energy_density("LDA", cs2).sum()
            + 2 * (lda_sphere((1 + H)**2 * in2) - lda_sphere(in2)))
    defect = (w2 * fab).sum() - sum2
    lens = (w2 * (fab - fa - fb + f0)).sum()
    print(f"  distance {d2:.1f} bohr: E[n] - PAW sum {defect:.6f}, "
          f"lens formula {lens:.6f}")
    assert abs(defect - lens) < 0.05 * abs(lens)
# the closest pair must show a clear failure
assert abs(defect) > 1e-4


# ---------- nonlocal counterexample: Hartree energy, one centre ----------
def radial_smooth(r):
    return np.exp(-2 * ALPHA * r**2)


def radial_full(r):
    return (1 + cusp(r)[0])**2 * radial_smooth(r)


def charge(fun, a, b):
    return quad(lambda r: 4 * np.pi * r**2 * fun(r), a, b,
                epsabs=1e-12)[0]


unit = 2.0 / (charge(radial_full, 0, RC) + charge(radial_full, RC, 9.0))
ri, wi = gauss(0.0, RC, 150)
ro, wo = gauss(RC, 9.0, 250)
rr, ww = np.concatenate([ri, ro]), np.concatenate([wi, wo])
kernel = 1 / np.maximum.outer(rr, rr)
inside = rr < RC


def hartree(n):
    q = 4 * np.pi * rr**2 * ww * n
    return 0.5 * q @ kernel @ q


nf, nsm = unit * radial_full(rr), unit * radial_smooth(rr)
H_exact = hartree(nf)
H_sum = hartree(nsm) + hartree(nf * inside) - hartree(nsm * inside)
Q_D = unit * (charge(radial_full, 0, RC) - charge(radial_smooth, 0, RC))
outer = unit * quad(lambda r: 4 * np.pi * r * radial_smooth(r),
                    RC, 9.0, epsabs=1e-12)[0]
print("Hartree energy, one centre, two electrons (hartree):")
print(f"  exact {H_exact:.5f}, three-term sum {H_sum:.5f}, "
      f"missing {H_exact - H_sum:.5f}")
print(f"  Q_D {Q_D:.5f} e, outside integral of n/r {outer:.5f} hartree/e, "
      f"product {Q_D * outer:.5f}")
assert abs(H_exact - H_sum - Q_D * outer) < 1e-6
assert abs(H_exact - H_sum) > 1e-2

print("all good")
```

Output:

```
centre charge 2.0 e, distance 3.0 bohr, sphere radius 1.2 bohr
Gaussian exponent 0.50 bohr^-2, cusp amplitude 1.500
electrons: all-electron 4.000000, smooth 3.616881
charge missing from smooth density, per sphere 0.191559 e
error = PAW sum - E[n]; mismatch = integral |ns-ns1| per sphere
lmax 0, radial 1: mismatch 3.45e-01 e; error (hartree) LDA +1.73e-01, PBE +1.86e-01, TPSS-x +8.77e-02
lmax 1, radial 2: mismatch 3.19e-02 e; error (hartree) LDA +1.99e-02, PBE +2.28e-02, TPSS-x +2.07e-02
lmax 2, radial 3: mismatch 2.37e-03 e; error (hartree) LDA +9.96e-04, PBE +1.20e-03, TPSS-x +1.03e-03
lmax 4, radial 4: mismatch 1.74e-04 e; error (hartree) LDA +3.30e-05, PBE +4.14e-05, TPSS-x +1.54e-05
lmax 8, radial 6: mismatch 3.01e-07 e; error (hartree) LDA +1.84e-08, PBE +3.23e-07, TPSS-x -1.80e-05
E[ns], Cartesian minus spheroidal grid (hartree): LDA +1.21e-12, PBE +2.98e-07, TPSS-x -1.80e-05
energies in hartree, largest partial-wave set
LDA: E[n] -1.697549, PAW sum -1.697549
  E[ns] -1.392675, per sphere E_a[n1] -0.647580, E_a[ns1] -0.495143
  interstitial part -0.402389
PBE: E[n] -1.773317, PAW sum -1.773316
  E[ns] -1.451361, per sphere E_a[n1] -0.661894, E_a[ns1] -0.500917
  interstitial part -0.449528
TPSS-x: E[n] -1.720380, PAW sum -1.720398
  E[ns] -1.404120, per sphere E_a[n1] -0.649773, E_a[ns1] -0.491634
  interstitial part -0.420852
LDA, one-centre densities both lowered by 0.01 ns:
  error 0.000678, first-order formula 0.000676 hartree
LDA with compensation density: E[ns+nhat] -1.666526, E_a[ns1+nhat] -0.632069 hartree
  PAW sum -1.697548 hartree
overlapping spheres, LDA (hartree):
  distance 1.4 bohr: E[n] - PAW sum -0.000038, lens formula -0.000038
  distance 1.0 bohr: E[n] - PAW sum -0.000938, lens formula -0.000938
  distance 0.8 bohr: E[n] - PAW sum -0.002938, lens formula -0.002938
Hartree energy, one centre, two electrons (hartree):
  exact 1.71383, three-term sum 1.62180, missing 0.09203
  Q_D 0.19020 e, outside integral of n/r 0.48384 hartree/e, product 0.09203
all good
```
